# The Zaremba–Kohn C3 coefficient for a one-pole atom above a metal: a program that tests the result

```python
# Van der Waals attraction of an atom to a metal surface: E(Z) = -C3/Z^3,
#   C3 = (hbar/4 pi) int_0^inf dxi alpha(i xi) (eps(i xi)-1)/(eps(i xi)+1).
# Result under test, for a one-pole atom and an undamped Drude metal:
#   C3 = hbar alpha0 w0 ws / (8 (w0+ws)),   ws = wp/sqrt(2).
# alpha0: static polarizability (Gaussian, a volume); w0: atomic frequency;
# wp, ws: bulk and surface plasmon frequencies; Z: atom-surface distance.
# All frequencies are stored as hbar*frequency in eV, lengths in angstrom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import roots_genlaguerre

alpha0, w0, wp = 1.5, 15.0, 12.0
gamma = 0.5            # damping used for comparison, eV
half_width = 1.0       # graded surface extends from -1 to +1 angstrom
ws = wp / np.sqrt(2.0)


def alpha_atom(xi):
    return alpha0 * w0**2 / (w0**2 + xi**2)


def c3_integral(eps):
    def integrand(xi):
        e = eps(xi)
        return alpha_atom(xi) * (e - 1) / (e + 1)
    return quad(integrand, 0, np.inf, epsabs=1e-11, epsrel=1e-10,
                limit=300)[0] / (4 * np.pi)


# --- closed form against quadrature of the general formula ---
c3 = alpha0 * w0 * ws / (8 * (w0 + ws))
c3_quad = c3_integral(lambda xi: 1 + wp**2 / xi**2)
assert abs(c3_quad / c3 - 1) < 1e-8

# --- damping lowers C3; a perfect mirror gives the upper limit ---
c3_damped = c3_integral(lambda xi: 1 + wp**2 / (xi * (xi + gamma)))
c3_mirror = quad(alpha_atom, 0, np.inf)[0] / (4 * np.pi)
assert c3_damped < c3 < c3_mirror
mean_d2 = 3 * alpha0 * w0 / 2      # ground-state <d^2> of the 3D oscillator
assert abs(c3_mirror / (mean_d2 / 12) - 1) < 1e-7


# --- surface response from the electrostatic equation ---
def surface_response(q, xi, w=half_width, steps=400):
    """Solve (eps phi')' = q^2 eps phi through a linear density ramp.

    Outside, phi is proportional to exp(qz) - g exp(-qz); returns g.
    """
    strength = wp**2 / xi**2

    def slope(z, phi, disp):
        eps = 1 + strength * (w - z) / (2 * w)
        return disp / eps, q**2 * eps * phi

    h = 2 * w / steps
    phi = 1 / (1 + strength) + 0 * q
    disp = q + 0 * xi
    for i in range(steps):
        z = -w + i * h
        a1, b1 = slope(z, phi, disp)
        a2, b2 = slope(z + h / 2, phi + h * a1 / 2, disp + h * b1 / 2)
        a3, b3 = slope(z + h / 2, phi + h * a2 / 2, disp + h * b2 / 2)
        a4, b4 = slope(z + h, phi + h * a3, disp + h * b3)
        phi = phi + h * (a1 + 2 * a2 + 2 * a3 + a4) / 6
        disp = disp + h * (b1 + 2 * b2 + 2 * b3 + b4) / 6
    return np.exp(2 * q * w) * (disp - q * phi) / (disp + q * phi)


xi_probe = 5.0
eps_probe = 1 + wp**2 / xi_probe**2
g_sharp = (eps_probe - 1) / (eps_probe + 1)
q_probe = np.array([1e-5, 0.1, 0.5])
g_probe = surface_response(q_probe, xi_probe)
assert abs(g_probe[0] - g_sharp) < 1e-4

# --- energy above the graded surface: integrate over q and xi ---
x_nodes, x_weights = roots_genlaguerre(24, 2)
t_nodes, t_weights = np.polynomial.legendre.leggauss(80)
theta = np.pi / 4 * (t_nodes + 1)
theta_weights = np.pi / 4 * t_weights
xi_nodes = w0 * np.tan(theta)      # alpha(i xi) dxi = alpha0 w0 dtheta


def energy_graded(Z):
    g = surface_response(x_nodes[:, None] / (2 * Z), xi_nodes[None, :])
    total = x_weights @ g @ theta_weights
    return -alpha0 * w0 * total / (8 * np.pi * Z**3)


# --- reference plane from the first-order profile formula ---
def plane_shift(xi, w=half_width):
    eb = 1 + wp**2 / xi**2
    zn = w * t_nodes
    eps = 1 + (eb - 1) * (w - zn) / (2 * w)
    integral = w * np.sum(t_weights * (eps - eb**2 / eps))
    return w + integral / (eb**2 - 1)


g0_nodes = ws**2 / (ws**2 + xi_nodes**2)
# beyond xi = 1e3 eV the weight g0 is negligible and D suffers cancellation
shifts = np.array([plane_shift(x) if x < 1e3 else 0.0 for x in xi_nodes])
z_ref = (alpha0 * w0 * np.sum(theta_weights * g0_nodes * shifts)
         / (4 * np.pi * c3))
Z_far = 400.0
e_far = energy_graded(Z_far)
z_ref_far = Z_far - (c3 / -e_far) ** (1 / 3)
assert abs(z_ref_far - z_ref) < 0.01
assert z_ref > 0.05                # the shift is resolved by the test


# --- atom coupled to surface plasmons: exact zero-point energy ---
def energy_oscillators(Z):
    shift = 0.0
    for share in (1.0, 0.5, 0.5):  # dipole along z, x, y
        c2 = share * alpha0 * w0**2 * ws**2 * x_weights / (8 * Z**3)
        m = np.diag(np.r_[w0**2, np.full(len(c2), ws**2)])
        m[0, 1:] = m[1:, 0] = -np.sqrt(c2)
        freq = np.sqrt(np.linalg.eigvalsh(m))
        shift += 0.5 * (freq.sum() - w0 - len(c2) * ws)
    return shift


c3_oscillators = -energy_oscillators(50.0) * 50.0**3
assert abs(c3_oscillators / c3 - 1) < 1e-4

# --- dilute solid: sum of pair energies over the half-space ---
alpha_b, w_b, R = 2.0, 10.0, 20.0
tensor = np.diag([1.0, 1.0, -2.0]) / R**3
coupling = np.sqrt(alpha0 * alpha_b) * w0 * w_b * tensor
pair = np.block([[w0**2 * np.eye(3), coupling],
                 [coupling, w_b**2 * np.eye(3)]])
pair_energy = 0.5 * (np.sqrt(np.linalg.eigvalsh(pair)).sum()
                     - 3 * w0 - 3 * w_b)
c6 = -pair_energy * R**6
geometry = dblquad(lambda rho, s: 2 * np.pi * rho / (rho**2 + s**2)**3,
                   1, np.inf, 0, np.inf)[0]
density = 1e-7


def dilute_integrand(xi):
    e1 = 4 * np.pi * density * alpha_b * w_b**2 / (w_b**2 + xi**2)
    return alpha_atom(xi) * e1 / (e1 + 2) / density


c3_dilute = quad(dilute_integrand, 0, np.inf)[0] / (4 * np.pi)
assert abs(geometry / (np.pi / 6) - 1) < 1e-6
assert abs(c3_dilute / (c6 * geometry) - 1) < 1e-5

# --- printed results ---
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hbar_c = const.hbar * const.c / const.e * 1e10
print(f"alpha0 = {alpha0:.2f} A^3")
print(f"hbar w0 = {w0:.2f} eV")
print(f"hbar wp = {wp:.2f} eV")
print(f"hbar ws = {ws:.4f} eV")
print(f"C3 closed form = {c3:.5f} eV A^3")
print(f"C3 quadrature = {c3_quad:.5f} eV A^3")
print(f"C3 closed form = {c3 / (hartree * bohr**3):.5f} hartree bohr^3")
print(f"C3 from coupled oscillators, Z=50 A = {c3_oscillators:.5f} eV A^3")
print(f"C3 perfect mirror = {c3_mirror:.5f} eV A^3")
print(f"C3 / mirror value = {c3 / c3_mirror:.4f}")
print(f"damping hbar gamma = {gamma:.2f} eV")
print(f"C3 with damping = {c3_damped:.5f} eV A^3")
print(f"change by damping = {100 * (c3_damped / c3 - 1):.2f} percent")
print(f"c/w0 = {hbar_c / w0:.1f} A")
print(f"c/ws = {hbar_c / ws:.1f} A")
print(f"graded surface: half width = {half_width:.2f} A")
print(f"response at hbar xi = {xi_probe:.1f} eV, sharp: g = {g_sharp:.5f}")
for q, g in zip(q_probe, g_probe):
    print(f"  graded, q = {q:.5f} 1/A: g = {g:.5f}")
print(f"Z0 from profile formula = {z_ref:.4f} A")
print(f"Z0 from energy at Z=400 A = {z_ref_far:.4f} A")
for Z in (5.0, 10.0, 20.0):
    print(f"Z = {Z:.1f} A, energies in meV:")
    print(f"  -C3/Z^3 = {-1e3 * c3 / Z**3:.4f}")
    print(f"  -C3/(Z-Z0)^3 = {-1e3 * c3 / (Z - z_ref)**3:.4f}")
    print(f"  graded surface, full q = {1e3 * energy_graded(Z):.4f}")
e_all = energy_oscillators(5.0)
print(f"all orders, sharp, Z=5 A = {1e3 * e_all:.4f} meV")
print(f"all orders / second order = {e_all / (-c3 / 125.0):.5f}")
print(f"dilute test: C6 = {c6:.4f} eV A^6")
print(f"dilute test: C3/n from pair sum = {c6 * geometry:.4f} eV A^6")
print(f"dilute test: C3/n from formula = {c3_dilute:.4f} eV A^6")
print("all tests passed")
```

Running it gives:

```
alpha0 = 1.50 A^3
hbar w0 = 15.00 eV
hbar wp = 12.00 eV
hbar ws = 8.4853 eV
C3 closed form = 1.01616 eV A^3
C3 quadrature = 1.01616 eV A^3
C3 closed form = 0.25200 hartree bohr^3
C3 from coupled oscillators, Z=50 A = 1.01616 eV A^3
C3 perfect mirror = 2.81250 eV A^3
C3 / mirror value = 0.3613
damping hbar gamma = 0.50 eV
C3 with damping = 0.99628 eV A^3
change by damping = -1.96 percent
c/w0 = 131.6 A
c/ws = 232.6 A
graded surface: half width = 1.00 A
response at hbar xi = 5.0 eV, sharp: g = 0.74227
  graded, q = 0.00001 1/A: g = 0.74228
  graded, q = 0.10000 1/A: g = 0.82181
  graded, q = 0.50000 1/A: g = 1.30536
Z0 from profile formula = 0.5183 A
Z0 from energy at Z=400 A = 0.5195 A
Z = 5.0 A, energies in meV:
  -C3/Z^3 = -8.1293
  -C3/(Z-Z0)^3 = -11.2887
  graded surface, full q = -12.0273
Z = 10.0 A, energies in meV:
  -C3/Z^3 = -1.0162
  -C3/(Z-Z0)^3 = -1.1921
  graded surface, full q = -1.2102
Z = 20.0 A, energies in meV:
  -C3/Z^3 = -0.1270
  -C3/(Z-Z0)^3 = -0.1374
  graded surface, full q = -0.1379
all orders, sharp, Z=5 A = -8.1349 meV
all orders / second order = 1.00069
dilute test: C6 = 27.0000 eV A^6
dilute test: C3/n from pair sum = 14.1372 eV A^6
dilute test: C3/n from formula = 14.1372 eV A^6
all tests passed
```
